\section*{The Fisher-Lee relation from the retarded Green's function in the leads}

\section{The decision: where to read the Green's function}

A transport calculation may deliver a retarded Green's function, while the quantity wanted is a transmission amplitude. Before any production run one must decide where to read that Green's function. Must the two points lie far out in the leads, where evanescent waves have died away, or may they lie at the edge of the conductor? In either case the Green's function must be that of the system with its infinite leads; the question is only where it may be read. The answer follows from the conditions under which one derives the relation
\begin{equation}
s_{nm}=-\delta_{nm}+i\hbar\sqrt{v_nv_m}\,G_{nm},
\label{eq:FL}
\end{equation}
where $m$ is the incoming channel, $n$ the outgoing one, $v_n$ a channel velocity, and $G_{nm}$ the Green's function between two lead cross-sections, projected on the transverse modes. I start with an empty wire that has a single mode, then insert a scatterer, then allow many modes.

\section{An empty wire with one mode}

Let an electron of mass $m_e$ move on a line with constant potential energy $\varepsilon$. The retarded Green's function is the solution of
\begin{equation}
\left[E+i\eta-\varepsilon+\frac{\hbar^2}{2m_e}\frac{d^2}{dx^2}\right]g(x,x')=\delta(x-x')
\label{eq:1d}
\end{equation}
that decays at large $|x|$ for $\eta>0$, followed by the limit $\eta\to0^+$. Away from $x'$ the solutions are $e^{\pm ikx}$, with
\begin{equation}
\frac{\hbar^2k^2}{2m_e}=E+i\eta-\varepsilon,\qquad \operatorname{Im}k>0 .
\label{eq:k}
\end{equation}
For $E>\varepsilon$ and small $\eta$ this root is $k\simeq k_0+i\eta/(\hbar v)$, with $k_0>0$ and $v=\hbar k_0/m_e$. The root with positive imaginary part therefore has a positive real part, so the decaying solution is the one that travels away from the source:
\begin{equation}
g(x,x')=A\,e^{ik|x-x'|}.
\end{equation}
Integrating \eqref{eq:1d} over a vanishing interval around $x'$ leaves the second-derivative term alone, because $g$ is finite there. The slope must jump by $2m_e/\hbar^2$. The slope is $ikA$ just to the right and $-ikA$ just to the left, so
\begin{equation}
2ikA=\frac{2m_e}{\hbar^2}
\quad\Rightarrow\quad
A=\frac{m_e}{i\hbar^2k}=-\frac{i}{\hbar v}.
\label{eq:A}
\end{equation}

This case already explains the term $-\delta_{nm}$. Cut the wire at one point and call one side a lead. Nothing is reflected, yet $g(x,x)=-i/(\hbar v)$ is not zero: it is the direct wave of the source. Since
\begin{equation}
-1+i\hbar v\left(-\frac{i}{\hbar v}\right)=-1+1=0,
\end{equation}
the term $-\delta_{nm}$ in \eqref{eq:FL} removes the direct wave and leaves the reflected one. For two cross-sections a distance $L$ apart there is no such subtraction, and $i\hbar v\,g=e^{ikL}$ is the amplitude for free passage.

\section{A scatterer between single-mode leads}

\subsection{Conventions}

Now let several leads, each with one mode, meet at a conductor. Lead $n$ has a coordinate $x\ge0$ that increases away from the conductor, and its cross-section is at $x=0$. From there outward its potential energy has the constant value $\varepsilon_n$. In the conductor the Hamiltonian $H$ may be anything Hermitian. With the outward coordinate, $e^{ikx}$ is outgoing and $e^{-ikx}$ incoming in every lead. Reversing the direction of an axis changes neither the second derivative nor the delta function, so \eqref{eq:1d} keeps its form.

The scattering state with a unit incoming wave in lead $m$ has the lead parts
\begin{equation}
\psi_n(x)=\delta_{nm}e^{-ik_mx}+O_{nm}e^{ik_nx}.
\label{eq:scatt}
\end{equation}
At real energy a wave $b\,e^{ik_nx}$ carries the particle flux $v_n|b|^2$. Amplitudes whose squares are ratios of fluxes are therefore
\begin{equation}
s_{nm}=\sqrt{\frac{v_n}{v_m}}\;O_{nm}.
\label{eq:sO}
\end{equation}
Their phases refer to the cross-sections $x=0$.

\subsection{The field of a source in a lead}

Put the source in lead $m$ at $x'>0$, and let $g_{nm}(x,x')$ be the field in lead $n$. Keep $\eta>0$ for now. Every lead without a source contains just the decaying wave $e^{ik_nx}$. In lead $m$ the field is
\begin{equation}
g_{mm}(x,x')=
\begin{cases}
B\,e^{-ik_mx}+C\,e^{ik_mx}, & 0\le x<x',\\
D\,e^{ik_mx}, & x>x'.
\end{cases}
\end{equation}
Between cross-section and source both waves are allowed: one runs from the source to the conductor, the other comes back. Continuity at $x'$ gives
\begin{equation}
(D-C)\,e^{ik_mx'}=B\,e^{-ik_mx'},
\label{eq:cont}
\end{equation}
and the slope jump $2m_e/\hbar^2$ gives
\begin{equation}
ik_m\left[(D-C)e^{ik_mx'}+B\,e^{-ik_mx'}\right]=\frac{2m_e}{\hbar^2}.
\end{equation}
By \eqref{eq:cont} the two terms in the bracket are equal, so $2ik_mB\,e^{-ik_mx'}=2m_e/\hbar^2$ and
\begin{equation}
B=-\frac{i}{\hbar v_m}\,e^{ik_mx'},\qquad v_m\equiv\frac{\hbar k_m}{m_e}.
\label{eq:B}
\end{equation}
At $\eta>0$ this $v_m$ is complex; it becomes the velocity when $\eta\to0^+$. The conductor has no influence on $B$. The wave sent towards it is that of a source in an empty wire, as comparison with \eqref{eq:A} shows.

\subsection{Why this field is a scattering state}

Take the field on the conductor side of the source and continue it beyond $x'$ with the same expression, $B\,e^{-ik_mx}+C\,e^{ik_mx}$. Leave the other leads as they are. The continued field $\Phi$ has no kink at $x'$, so it satisfies $(E+i\eta-H)\Phi=0$ everywhere. Its one incoming wave has amplitude $B$ in lead $m$. Hence $\Phi/B$ has the form \eqref{eq:scatt}.

There is no second solution of that form. The difference $\Delta$ of two such solutions has no incoming wave, decays in every lead and is square-integrable. Multiplying $(E+i\eta-H)\Delta=0$ by $\Delta^*$ and integrating gives
\begin{equation}
(E+i\eta)\langle\Delta|\Delta\rangle=\langle\Delta|H|\Delta\rangle .
\end{equation}
The right side is real because $H$ is Hermitian. The imaginary part of the left side, $\eta\langle\Delta|\Delta\rangle$, must vanish, so $\Delta=0$. Thus $\Phi$ is $B$ times the scattering state, and in particular $C=B\,O_{mm}$.

For a receiver between cross-section and source, or in another lead,
\begin{equation}
g_{nm}(x,x')=-\frac{i}{\hbar v_m}e^{ik_mx'}\left[\delta_{nm}e^{-ik_mx}+O_{nm}e^{ik_nx}\right].
\label{eq:between}
\end{equation}
For a receiver beyond the source, \eqref{eq:cont} gives $D=C+B\,e^{-2ik_mx'}$. The direct part is then $B\,e^{-2ik_mx'}e^{ik_mx}=-(i/\hbar v_m)e^{ik_m(x-x')}$. Both positions are covered by
\begin{equation}
g_{nm}(x,x')=-\frac{i}{\hbar v_m}\left[\delta_{nm}e^{ik_m|x-x'|}+O_{nm}e^{i(k_nx+k_mx')}\right].
\label{eq:lead}
\end{equation}
This is the asymptotic form of the retarded Green's function. With one mode per lead it holds from the cross-section outward, not merely at large distance.

Now let $x$ and $x'$ go to zero. The Green's function is continuous in both arguments, so
\begin{equation}
G_{nm}\equiv g_{nm}(0,0)=-\frac{i}{\hbar v_m}\left(\delta_{nm}+O_{nm}\right).
\label{eq:raw}
\end{equation}

\subsection{A limit: the delta barrier}

Let the conductor shrink to a barrier $\lambda\,\delta(X)$ on a line, with both cross-sections at $X=0$. A source at the same point produces $g=a\,e^{ik|X|}$. The integrated Green equation now contains the barrier term:
\begin{equation}
\frac{\hbar^2}{2m_e}\,2ik\,a-\lambda a=1
\quad\Rightarrow\quad
G=a=\frac{1}{i\hbar v-\lambda}.
\end{equation}
Relation \eqref{eq:FL} then predicts the reflection amplitude
\begin{equation}
r=-1+\frac{i\hbar v}{i\hbar v-\lambda}=\frac{\lambda}{i\hbar v-\lambda}.
\label{eq:r}
\end{equation}
Direct matching uses $e^{ikX}+r\,e^{-ikX}$ on the left and $t\,e^{ikX}$ on the right. Continuity gives $t=1+r$. The slope condition is
\begin{equation}
\frac{\hbar^2}{2m_e}\,ik\,[\,t-(1-r)\,]=\lambda t .
\end{equation}
With $t=1+r$ the bracket is $2r$, so $i\hbar v\,r=\lambda(1+r)$, which is \eqref{eq:r} again. For $\lambda\to\infty$ the barrier becomes a hard wall: $G$ vanishes at the wall and $r\to-1$. The term $-\delta_{nm}$, which cancelled the direct wave in the empty wire, is here the whole reflected amplitude.

\section{Many transverse modes}

\subsection{Projection}

Let each lead have a width, with transverse coordinate $y$. I assume that from its cross-section outward the lead is uniform and free of magnetic field, and I choose a gauge in which the vector potential vanishes there. Its transverse Hamiltonian is then real and has real orthonormal eigenfunctions $\chi_n(y)$ with energies $\varepsilon_n$. From here on the label $n$ stands for a lead together with a mode, and $\delta_{nm}$ is 1 when both agree. A mode is open if $E>\varepsilon_n$ and closed if $E<\varepsilon_n$. By \eqref{eq:k}, the wave number of a closed mode tends to $i\kappa_n$ with $\kappa_n>0$.

The full Green's function obeys $(E+i\eta-H)G(\mathbf r,\mathbf r')=\delta(\mathbf r-\mathbf r')$. Multiply by $\chi_m(y')$ and integrate over $y'$ on the section at $x'$ in the source lead; the source becomes $\delta(x-x')\chi_m(y)$. Then multiply by $\chi_n(y)$ and integrate over $y$. The transverse Hamiltonian is Hermitian, so it can act on $\chi_n$ and give $\varepsilon_n$. In the leads,
\begin{equation}
\left[E+i\eta-\varepsilon_n+\frac{\hbar^2}{2m_e}\frac{\partial^2}{\partial x^2}\right]g_{nm}(x,x')=\delta_{nm}\,\delta(x-x').
\label{eq:proj}
\end{equation}
This is the single-mode equation once more. A source shaped like $\chi_m$ drives mode $m$ alone; the other modes are excited by the conductor and leave as $e^{ik_nx}$, even in the source lead. The calculation of $B$, the continuation past $x'$ and the uniqueness argument carry over unchanged, and so do \eqref{eq:lead} and \eqref{eq:raw}.

Now let $\eta\to0^+$ and take $n$ and $m$ open. I assume that $E$ is not a threshold, so that no velocity vanishes, and that no bound state lies at $E$, so that the full Green's function has a limit. Inserting $O_{nm}=\sqrt{v_m/v_n}\,s_{nm}$ from \eqref{eq:sO} into \eqref{eq:raw} gives
\begin{equation}
G_{nm}=-\frac{i}{\hbar}\left[\frac{\delta_{nm}}{v_m}+\frac{s_{nm}}{\sqrt{v_nv_m}}\right]
=-\frac{i\left(\delta_{nm}+s_{nm}\right)}{\hbar\sqrt{v_nv_m}} .
\end{equation}
In the second form $1/v_m$ was replaced by $1/\sqrt{v_nv_m}$, which is allowed because the term counts only for $n=m$. Multiplying by $i\hbar\sqrt{v_nv_m}$ and using $i(-i)=1$ gives \eqref{eq:FL}, with
\begin{equation}
G_{nm}=\int\!\!\int\chi_n(y)\,G(0,y;0,y')\,\chi_m(y')\,dy\,dy' .
\end{equation}

\subsection{Where the cross-sections may lie}

Closed modes are present at $x=0$, but each is orthogonal to every open mode. The projection removes them at any distance, so no stretch of lead is needed for them to decay. This rests on the lead being uniform, so that its transverse modes do not depend on $k$ and are orthogonal. An atomistic lead is periodic rather than uniform, and its modes at one energy are in general not orthogonal over a cell, even without a field. There the plain projection lets closed modes through, and one must project on the dual (biorthogonal) mode vectors instead. The Green's function must still be that of the whole system, leads included.

Moving the cross-sections outward by $d_n$ and $d_m$ changes only phases. By \eqref{eq:lead}, with equal shifts for equal channels, $s_{nm}$ becomes $s_{nm}e^{i(k_nd_n+k_md_m)}$, and $|s_{nm}|^2$ stays the same.

Moving a cross-section into the conductor is another matter. The derivation needs a uniform lead between section and source. Inside the conductor the waves $\chi_n(y)\,e^{\pm ik_nx}$ built on the lead modes in general no longer solve the equation, and \eqref{eq:FL} loses its basis.

\subsection{Flux conservation}

At real energy, a superposition with flux-normalized incoming amplitudes $a_m$ has outgoing amplitudes $\sum_m s_{nm}a_m$. In each open mode the net outward flux is the outgoing minus the incoming part, since the interference terms cancel in the current. Different modes do not interfere in the total flux because they are orthogonal, and a closed mode with a single decaying exponential carries none. A stationary state of a Hermitian $H$ has no net outflow, so $\sum_n|\sum_m s_{nm}a_m|^2=\sum_m|a_m|^2$ for every choice of $a_m$. This means $s^\dagger s=1$.

Between different leads $\delta_{nm}=0$, and the transmission probability is
\begin{equation}
|s_{nm}|^2=\hbar^2v_nv_m|G_{nm}|^2 .
\label{eq:T}
\end{equation}

\section{A two-mode wire with a magnetic conductor}

The example uses round model parameters in Hartree atomic units, so $\hbar=m_e=1$. A wire with hard walls at $y=0$ and $y=4$ bohr carries electrons of energy 2 hartree. The conductor is 4 bohr long. Its left half has the potential energy $Fy$ with $F=0.30$ hartree/bohr. In its right half the transverse kinetic energy is $(p_y+b)^2/2$ with $b=0.50$. A vector potential that is constant in this half and zero outside describes two thin sheets of opposite magnetic flux at its ends. Both leads are field-free and have zero vector potential, as required.

The mode energies are $\varepsilon_n=n^2\pi^2/(2\cdot4^2)$, that is 0.3084, 1.2337 and 2.7758 hartree for the first three. Two modes are open. Their velocities are
\begin{equation}
v_1=\sqrt{2(2-0.3084)}=1.8393,\qquad v_2=\sqrt{2(2-1.2337)}=1.2380 .
\end{equation}

The numerical check obtains $s$ by matching wave functions. It obtains $G$ separately, as a resolvent on a grid that uses no mode velocities. Write L1 for mode 1 of the left lead, and so on. For reflection in L1 the resolvent gives $G=0.0228-0.5747i$ in 1/(hartree\,bohr), and
\begin{equation}
s_{\mathrm{L1,L1}}=-1+i(1.8393)(0.0228-0.5747i)=0.057+0.042i .
\end{equation}
The empty wire would have $G=-i/1.8393=-0.5437i$. The two Green's functions are close because this channel is reflected weakly.

For transmission from L2 to R1 the factor is $\sqrt{v_1v_2}=1.5090$:
\begin{equation}
s_{\mathrm{R1,L2}}=i(1.5090)(-0.0243-0.0715i)=0.108-0.037i .
\end{equation}
The reverse process, from R1 to L2, has $G=0.2985-0.2066i$ and
\begin{equation}
s_{\mathrm{L2,R1}}=i(1.5090)(0.2985-0.2066i)=0.312+0.450i .
\end{equation}
The probabilities are 0.013 and 0.300. The magnetic field breaks time-reversal symmetry, and the two directions need not agree: reversing $b$ transposes $s$, and $s$ is symmetric for $b=0$. The field alone is not enough here. For $F=0$ the mirror $y\to4-y$ reverses $b$, and the probabilities of the two directions would be equal again; the potential $Fy$ removes that symmetry. The order of indices in \eqref{eq:FL} therefore matters: the first belongs to the receiver, the second to the source.

All sixteen amplitudes from the Green's function agree with those from matching to about $10^{-13}$ in absolute value. That figure measures the relation within a model of 12 transverse modes, not the accuracy of the model. Doubling the number of modes changes the amplitudes by at most $3.3\times10^{-4}$, so amplitudes and probabilities are quoted to three decimals. The fourth decimal of the Green's functions is carried only so that the arithmetic can be followed.

An electron entering in L1 is transmitted with probability 0.954, one entering in L2 with 0.574. The sum from left to right is 1.528, out of a possible 2. From right to left the probabilities are 0.847 and 0.681, again with sum 1.528. The sums agree although individual amplitudes do not. Each column of $|s_{nm}|^2$ adds up to 1, and so does each row, because a square matrix with $s^\dagger s=1$ also has $ss^\dagger=1$. Adding the two left columns gives 2 as left-to-left reflection plus left-to-right transmission. Adding the two left rows gives 2 as the same reflection plus right-to-left transmission.

The numbers also settle the opening question for this wire. At the left cross-section the closed mode 3 is present: its projected Green's function for a source in mode 1 has magnitude 0.014 in 1/(hartree\,bohr). The relation holds there all the same. If the left section is moved 0.5 bohr into the conductor and the lead velocities are kept, the matrix built from \eqref{eq:FL} is no longer unitary: the largest element of $s^\dagger s-1$ has magnitude 0.61. For uniform leads with orthogonal transverse modes the section may thus sit right at the edge of the conductor, but not inside it. In a self-consistent calculation of a device, the edge is the place from which the potential has reached its lead form.

The program also tests the lead form \eqref{eq:lead} at points away from the cross-sections, the empty wire, and relation \eqref{eq:raw} at a complex energy with closed modes included.

\section*{Numbers as computed}
\begin{verbatim}
wire width = 4.0 bohr, energy E = 2.0 hartree
slab 1: length 2.0 bohr, F = 0.30 hartree/bohr
slab 2: length 2.0 bohr, b = 0.50 a.u. of momentum
transverse modes kept = 12, open modes per lead = 2
mode 1 energy = 0.30843 hartree
mode 2 energy = 1.23370 hartree
mode 3 energy = 2.77583 hartree
mode 1 velocity = 1.83933 a.u. (k in 1/bohr is equal)
mode 2 velocity = 1.23798 a.u. (k in 1/bohr is equal)
out<-in: G in 1/(hartree bohr) | s from G | s from matching
L1<-L1: +0.02282-0.57469i | +0.05704+0.04197i | +0.05704+0.04197i
L1<-L2: +0.03168+0.14336i | -0.21632+0.04781i | -0.21632+0.04781i
L1<-R1: +0.09844-0.38969i | +0.71677+0.18106i | +0.71677+0.18106i
L1<-R2: -0.08591-0.40988i | +0.61850-0.12964i | +0.61850-0.12964i
L2<-L1: +0.02969+0.13080i | -0.19737+0.04480i | -0.19737+0.04480i
L2<-L2: -0.16759-1.27471i | +0.57807-0.20748i | +0.57807-0.20748i
L2<-R1: +0.29848-0.20658i | +0.31174+0.45041i | +0.31174+0.45041i
L2<-R2: -0.32629+0.27820i | -0.34440-0.40394i | -0.34440-0.40394i
R1<-L1: +0.12887-0.51374i | +0.94494+0.23704i | +0.94494+0.23704i
R1<-L2: -0.02434-0.07147i | +0.10785-0.03673i | +0.10785-0.03673i
R1<-R1: +0.07058-0.50988i | -0.06216+0.12982i | -0.06216+0.12982i
R1<-R2: -0.07929+0.03560i | -0.05372-0.11965i | -0.05372-0.11965i
R2<-L1: +0.00551+0.04616i | -0.06965+0.00831i | -0.06965+0.00831i
R2<-L2: -0.32682+0.50897i | -0.63010-0.40460i | -0.63010-0.40460i
R2<-R1: +0.16209+0.17888i | -0.26992+0.24459i | -0.26992+0.24459i
R2<-R2: -0.44130-0.76209i | -0.05655-0.54632i | -0.05655-0.54632i
in L1: reflected 0.04598, transmitted 0.95402
in L2: reflected 0.42629, transmitted 0.57371
in R1: reflected 0.15340, transmitted 0.84660
in R2: reflected 0.31887, transmitted 0.68113
total transmission L to R = 1.52773
largest |s(G) - s(matching)| = 1.3e-13
largest unitarity defect of s(G) = 6.6e-14
largest |s_nm - s_mn| = 0.7018
lead form of G, largest error = 1.0e-13 1/(hartree bohr)
closed mode 3 at L section, |G_31| = 0.01377 1/(hartree bohr)
section 0.5 bohr inside: unitarity defect = 0.6141
change of s with 24 modes = 3.3e-04
empty wire G_L1,L1 = -0.00000-0.54368i 1/(hartree bohr)
empty wire, largest error of s = 8.8e-14
complex-energy test: eta = 0.5 hartree, 4 modes
long box vs rotated ends = 8.9e-12 1/(hartree bohr)
long box vs matching = 8.9e-12 1/(hartree bohr)
\end{verbatim}
